Current and capacitance barriers of a Schottky contact with Gaussian inhomogeneity

**Problem**

A metal contact on an n-type semiconductor consists of many patches with different Schottky barriers. The barrier energy Φ has a Gaussian distribution with mean Φ̄ and standard deviation σ, both energies:

P(Φ) = [1/(σ√(2π))] exp[−(Φ − Φ̄)²/(2σ²)]

(a) Show that the saturation current, read as if the contact had one barrier, gives Φ_IV = Φ̄ − σ²/(2kT).

(b) Show that the voltage intercept of 1/C² gives Φ̄ to leading order, and find the first correction.

(c) Evaluate the discrepancy for σ = 70 meV at T = 300 K, and judge how well a real measurement would reproduce it.

Conventions: k is Boltzmann's constant, q > 0 the elementary charge, and V is positive in forward bias. Φ is measured from the metal's Fermi level to the top of the barrier. In the neutral semiconductor the conduction-band edge lies an energy ζ above the Fermi level. The doping N and permittivity ε are uniform.

The patches are much wider than the depletion layer, so each acts as a diode of its own and all are in parallel. They are numerous enough to sample the low-barrier tail. Transport is by thermionic emission of non-degenerate carriers, P does not depend on bias, there is no interfacial layer, and interface charge does not follow the capacitance signal.

**Hints**

1. Parallel patches add their currents, so average exp(−Φ/kT), not Φ. Complete the square.

2. Parallel patches also add their capacitances. Find how the capacitance of one patch depends on Φ, and compare the strength of that dependence with an exponential.

3. For the correction in (b), expand about the mean band bending to second order in Φ − Φ̄. The intercept of a tangent depends on its slope as well as on its height.

**Solution**

*(a) The current*

Start with one patch. Let z point towards the metal, and let E_z be the band-edge energy plus the kinetic energy of motion along z. Electrons in the semiconductor cross if they move towards the metal and E_z exceeds the barrier top. With two spin states per phase-space volume h³ and Boltzmann occupation, the current density they carry towards the metal is

J₊ = q (2/h³) ∫dp_x ∫dp_y ∫dp_z v_z exp[−(E − E_F)/kT]

The two transverse integrals give 2πmkT. In the third, v_z dp_z = dE_z. The semiconductor's Fermi level lies qV above the metal's, so the integral over E_z starts at Φ − qV above it and gives kT exp[−(Φ − qV)/kT]. Hence

J₊ = A*T² exp(−Φ/kT) exp(qV/kT), with A* = 4πqmk²/h³

The opposite flow, from metal to semiconductor, sees the barrier Φ at any bias. It must cancel J₊ at V = 0, so it equals A*T² exp(−Φ/kT). The net current density is

J = A*T² exp(−Φ/kT) [exp(qV/kT) − 1]

In a real band structure A* is an effective constant, which absorbs the anisotropic masses.

The bias factor is the same for every patch. The average therefore concerns only the saturation current density:

J₀ = A*T² ∫ P(Φ) exp(−Φ/kT) dΦ

Put x = Φ − Φ̄. The exponent under the integral, apart from the constant −Φ̄/kT, is

−x²/(2σ²) − x/kT = −(x + σ²/kT)²/(2σ²) + σ²/(2k²T²)

Expanding the square on the right confirms this: its cross term is −x/kT, and its constant −σ²/(2k²T²) is cancelled by the last term. The remaining Gaussian integral is 1, so

J₀ = A*T² exp[−Φ̄/kT + σ²/(2k²T²)]

The experimenter defines the barrier by J₀ = A*T² exp(−Φ_IV/kT). Equating exponents and multiplying by −kT,

Φ_IV = Φ̄ − σ²/(2kT)

The completed square also shows where the current flows. The distribution of barriers weighted by current is a Gaussian of the same width σ, centred at

Φ_c = Φ̄ − σ²/kT

Φ_IV lies halfway between this centre and the mean. It is not the barrier of the typical conducting patch: such patches have lower barriers, but they cover little area, and their scarcity raises the apparent barrier again.

The integral was extended to all Φ, which is harmless only if barriers near Φ_c exist and still rise above the semiconductor's band edge. This requires Φ_c − ζ − qV to exceed a few σ. On cooling, the shift σ²/kT grows as 1/T, and Φ_c would reach zero at kT = σ²/Φ̄. The formula fails before that, because it calls on barriers that do not exist.

*(b) The capacitance*

Let ψ(z) be the upward band bending in volts, zero in the neutral bulk and ψ_s at the interface. The space charge is that of the donors less the remaining electrons:

ρ = qN[1 − exp(−qψ/kT)]

The electrostatic potential is −ψ, so Poisson's equation reads d²ψ/dz² = ρ/ε. Multiply by dψ/dz and integrate from the bulk, where the field vanishes:

½(dψ/dz)² = (qN/ε) {ψ_s − (kT/q)[1 − exp(−qψ_s/kT)]}

For qψ_s ≫ kT the exponential can be dropped. By Gauss's law the charge per area is ε times the interface field:

Q = [2qεN(ψ_s − kT/q)]^{1/2}

Differentiating with respect to ψ_s gives the capacitance per area:

C = [qεN / (2(ψ_s − kT/q))]^{1/2}

The bending is ψ_s = (Φ − ζ)/q − V. With the energy

u = Φ − ζ − kT − qV

the capacitance becomes C = [q²εN/(2u)]^{1/2}. For a uniform contact 1/C² is proportional to u and vanishes at the voltage V₀ for which u = 0. The barrier is then read as

Φ_CV = qV₀ + ζ + kT

Now average over patches. Write u = ū + x, where ū contains Φ̄ in place of Φ. For σ ≪ ū,

u^{−1/2} = ū^{−1/2} [1 − x/(2ū) + 3x²/(8ū²) − …]

The linear term averages to zero and x² averages to σ²:

⟨u^{−1/2}⟩ = ū^{−1/2} [1 + 3σ²/(8ū²)]

Raising this to the power −2 multiplies the small term by −2, so

1/C² = [2/(q²εN)] f(ū), with f(ū) = ū − 3σ²/(4ū)

If σ²/ū² is neglected, this is the line of a uniform contact with barrier Φ̄. Capacitance thus gives the mean to leading order.

For the correction, extrapolate the tangent at a given bias to zero. Its slope is f′ = 1 + 3σ²/(4ū²), and it vanishes at

ū₀ = ū − f/f′

To first order in σ²,

f/f′ ≈ [ū − 3σ²/(4ū)][1 − 3σ²/(4ū²)] ≈ ū − 3σ²/(2ū)

so ū₀ = 3σ²/(2ū). At the extrapolated voltage ū₀ = Φ̄ − ζ − kT − qV₀, which gives

Φ_CV = Φ̄ − ū₀ ≈ Φ̄ − 3σ²/(2ū)

Reverse bias increases ū and so reduces the correction. The contrast with (a) is one of sensitivity. Current depends on Φ on the scale kT, which is smaller than σ here, so the tail dominates. Capacitance depends on Φ on the scale ū, which is much larger than σ, so all patches count almost equally.

*(c) Numbers*

At 300 K, kT = 25.852 meV. Therefore

σ²/(2kT) = (0.0700 eV)² / (2 × 0.025852 eV) = 0.0948 eV

The discrepancy is 95 meV, or 1.52 × 10⁻²⁰ J. The contact carries exp(94.77/25.852) ≈ 39 times the current of a uniform contact with the mean barrier.

For a complete example take Φ̄ = 0.80 eV, N = 10¹⁶ cm⁻³, a conduction-band density of states of 3 × 10¹⁹ cm⁻³, relative permittivity 12 and A* = 110 A/(cm² K²). Then ζ = kT ln(3000) = 0.207 eV, and the mean band bending at zero bias is 0.593 eV. The formulas give

Φ_IV = 0.800 − 0.095 = 0.705 eV

Φ_c = 0.800 − 2 × 0.0948 = 0.610 eV

The typical conducting patch lies 2.7σ below the mean. A fit to the numerically averaged current between 0.10 and 0.20 V returns 0.7052 eV, in agreement with the formula. At 0.20 V, 0.18% of the weight in the current average belongs to patches already driven to flat band, where the emission law no longer holds.

For the capacitance at −1 V, ū = 0.593 − 0.026 + 1 = 1.567 eV, and the correction is

−3 × (0.0700)²/(2 × 1.567) eV = −4.7 meV

The full average gives −4.7 meV as well. The tangent error is −13.5 meV at 0 V and −0.4 meV at −20 V, the latter within the model, without regard to breakdown. A straight-line fit from −2 to 0 V gives Φ_CV = 0.794 eV, 6 meV below the mean. The gap between the two simulated measurements is therefore 89 meV rather than 95 meV.

*Comparison with a real contact*

These round parameters are in the rough regime of a metal on moderately doped n-type silicon. The value A* = 110 A/(cm² K²) is close to the reduced constant usually quoted for such contacts, which already allows for quantum reflection, scattering and limited carrier supply; silicon's valley masses alone give about 250 A/(cm² K²) for a (100) face. The assumed patches are 3 µm in radius, on a contact of 10 mm². They suit the model, since the mean depletion width is 0.28 µm at 0 V and 0.59 µm at −2 V. Real inhomogeneity can be much finer, and this is the assumption most at risk. At zero bias, a disc with the typical conducting barrier needs a radius of about 45 nm for its barrier top to stay at the interface; this estimate adds the disc's potential to a depletion layer of fixed width. In a smaller disc the surroundings raise the barrier top (pinch-off), so the spread that matters for current is less than the spread at the interface. If it were halved, the shift would fall to a quarter, about 24 meV.

Other neglected effects, for the same parameters, are these:

- Image force: it lowers the fitted Φ_IV by 21 meV and raises the ideality factor from 1.000 to 1.022. It does not enter the space-charge calculation of C, so the gap grows from 89 to about 109 meV.
- Richardson constant: since Φ_IV = kT ln(A*T²/J₀), an error of a factor 2 in A* moves Φ_IV by 18 meV, and an error of 10% by 2.5 meV.
- Tunnelling: for a typical conducting patch at zero bias and a rough mass of 0.26 electron masses, a semiclassical estimate lowers the apparent barrier by about 0.8 meV. This estimate leaves out quantum reflection at the metal interface, which acts in the opposite direction and is larger: in a simple one-dimensional model it raises the apparent barrier by roughly 10 to 30 meV relative to the unreduced A*. In practice that reflection is absorbed into the reduced constant.
- Finite drift velocity: if carriers cross the depletion layer at about 10⁷ cm/s, a rough saturation value for silicon, their limited supply raises the fitted Φ_IV by about 5 meV if the emission constant is 110 A/(cm² K²), and by about 10 meV if it is 250. A diffusion velocity taken from the low-field mobility gives only 1 to 2 meV, so the figure is an order of magnitude. A reduced constant already contains this effect.
- Series resistance: a wafer of 0.5 Ω cm and 0.5 mm thickness drops 0.8 mV at 0.20 V if the current is spread evenly. Because the current is concentrated in low-barrier patches, the spreading resistance beneath them adds about 1 mV, averaged over the current.
- Finite number of patches: randomly drawn contacts with about 354,000 patches have a median Φ_IV of 0.706 eV and a typical scatter of about 1 meV.
- Degeneracy and breakdown: N is 3 × 10⁻⁴ of the band density, so Boltzmann statistics hold in the bulk. The mean interface field at −2 V is 0.09 MV/cm, below silicon's rough breakdown field of 0.3 MV/cm.

Among these effects, the image force and an uncertain A*, including its reduction by reflection at the interface, matter most. A measured gap near 0.1 eV is thus compatible with σ = 70 meV, but does not by itself establish it.

**Variation 1: the Richardson plot**

*The saturation current is measured near 300 K at several temperatures, and ln(J₀/T²) is plotted against β = 1/(kT). Which barrier does the slope give, if Φ̄ and σ do not depend on temperature?*

From part (a),

ln(J₀/T²) = ln A* − Φ̄β + σ²β²/2

The local slope, with its sign reversed, is

Φ_R = Φ̄ − σ²β = Φ̄ − σ²/(kT)

This is the centre Φ_c of the conducting patches, 0.610 eV here, and not Φ_IV. The shift from the mean is twice as large.

The difference reappears in the intercept. Extending the tangent to β = 0 adds Φ_R β to the logarithm:

ln A_app = ln A* − Φ̄β + σ²β²/2 + Φ̄β − σ²β² = ln A* − σ²β²/2

The apparent Richardson constant is too small by the factor exp[σ²/(2k²T²)] = 39, giving 110/39 ≈ 2.8 A/(cm² K²). Slope and intercept together reproduce the measured J₀.

The plot is also curved, because its local slope depends on temperature. With σ held fixed, the shift of the slope from the mean, σ²/(kT), is 227 meV at 250 K and 162 meV at 350 K.

**Variation 2: a distribution without tails**

*Replace the Gaussian by a uniform distribution with the same mean and the same σ. What is Φ_IV now?*

A uniform distribution from Φ̄ − w to Φ̄ + w has variance w²/3, so w = √3 σ. The average is

(1/2w) ∫ exp(−x/kT) dx = (kT/w) sinh(w/kT), for x from −w to w

With a = √3 σ/(kT), the apparent barrier is

Φ_IV = Φ̄ − kT ln[(sinh a)/a]

For σ = 70 meV at 300 K, a = √3 × 2.708 = 4.69 and the shift is 63 meV, against 95 meV for the Gaussian. Capacitance still gives the mean to leading order, since the expansion in part (b) used only the mean and the variance.

Two limits show what the Gaussian contributes. For a ≪ 1, (sinh a)/a ≈ 1 + a²/6, and the shift is

kT a²/6 = σ²/(2kT)

This is the Gaussian result: when σ ≪ kT, only the variance matters at this order. For a ≫ 1, sinh a ≈ ½ exp(a), and the shift is

kT[a − ln(2a)] → √3 σ as T → 0

Φ_IV then tends to the lowest barrier present instead of falling without bound. At σ/kT = 2.7 the two distributions already differ by about 31 meV, so converting a measured gap into σ requires knowledge of the tail.

Table of computed values

```
mean barrier: 0.800 eV
sigma: 70.0 meV; T: 300 K
kT: 25.852 meV; sigma/kT: 2.708
sigma^2/(2kT): 94.77 meV
sigma^2/(2kT) in joule: 1.5184e-20 J
current suppression removed, exp(shift/kT): 39.09
doping: 1.0e+16 cm^-3
band density: 3.0e+19 cm^-3
relative permittivity: 12.0
Richardson constant used: 110 A/(cm^2 K^2)
free-electron Richardson: 120.17 A/(cm^2 K^2)
zeta: 0.2070 eV; mean band bending: 0.5930 eV
phi_IV formula: 0.7052 eV
phi_IV from simulated current: 0.7052 eV
ideality factor without image force: 1.0000
saturation current density: 1.407e-05 A/cm^2
current-weighted centre: 0.6105 eV
current-weighted width: 70.00 meV
centre below mean: 2.708 sigma
Richardson-plot barrier: 0.6105 eV
phi_CV, fit -2 to 0 V: 0.7938 eV
phi_CV minus mean: -6.21 meV
doping from C-V slope: 9.9786e+15 cm^-3
C-V tangent error at 0 V: -13.50 meV
C-V tangent error at -1 V: -4.71 meV
C-V tangent error at -2 V: -2.87 meV
C-V tangent error at -20 V: -0.36 meV
C-V error formula at -1 V: -4.69 meV
simulated gap phi_CV-phi_IV: 88.56 meV
shift for uniform distribution: 63.37 meV
shift at 250 K: 113.72 meV
shift at 350 K: 81.23 meV
patch radius: 3.0 um; patches: 353677
random contacts, median phi_IV: 0.7058 eV
random contacts, half 16-84% range: 0.89 meV
depletion width at 0 V: 0.280 um; at -2 V: 0.586 um
smallest radius without pinch-off: 45 nm
image-force change of phi_IV: -20.73 meV
ideality factor with image force: 1.0217
tunnelling lowering, typical patch: 0.76 meV
error for factor 2 in Richardson: 17.92 meV
error for 10% in Richardson: 2.46 meV
current share past flat band at 0.20 V: 0.184 %
current density at 0.20 V: 0.0322 A/cm^2
series voltage drop at 0.20 V: 0.805 mV
doping/band density: 3.33e-04
mean interface field at -2 V: 0.0884 MV/cm
```
